# Image energy of a tilted dipole above a perfect conductor

## A factor of two to explain

Take a molecule with a dipole moment of 1.50 D and hold its centre 0.30 nm above a perfectly conducting plane. Its electrostatic energy, relative to infinite separation, is −6.50 meV when the dipole stands upright and −3.25 meV when it lies flat. The moment and the height are the same in both cases, yet one energy is twice the other. At a tilt of 60° from the normal the energy is −4.06 meV, nearer to the flat value than to the upright one.

The conductor fills $z<0$ and is grounded, and vacuum lies above it. The dipole $\mathbf p$ is rigid, its midpoint is at height $d$, and $\theta$ is its angle from the outward normal. I choose the $x$ axis along its lateral component:

$$\mathbf p=(p\sin\theta,\,0,\,p\cos\theta).$$

SI units are used, with the abbreviation

$$K=\frac{p^2}{4\pi\varepsilon_0}.$$

The internal energy of the molecule is the same at every height and tilt and is left out.

## The simplest case: one charge

A charge $q$ at height $z$ needs a potential that vanishes on the metal surface. An image charge $-q$ at height $-z$ provides it, because every surface point is equally far from both charges. The image lies outside the vacuum region, so the sources there are unchanged. The solution with these sources, zero surface potential and decay at infinity is unique, so above the surface the image potential is the potential of the real induced charge.

At the charge itself the induced potential is

$$\phi_{\rm ind}=-\frac{q}{4\pi\varepsilon_0(2z)}.$$

To find the energy, build the charge up as $\lambda q$ with $\lambda$ running from 0 to 1. The induced potential is then $\lambda\phi_{\rm ind}$, and the work is

$$U=\int_0^1 \lambda\phi_{\rm ind}\,q\,d\lambda=\tfrac12 q\phi_{\rm ind}=-\frac{q^2}{16\pi\varepsilon_0 z}.$$

The half appears because the image grows with the charge. For several charges the same argument gives $U=\frac12\sum_i q_i\phi_{\rm ind}(\mathbf r_i)$.

## Two charges make a dipole

Place $+q$ and $-q$ a distance $\ell$ apart, so that $p=q\ell$. Their heights are

$$z_\pm=d\pm\frac{\ell}{2}\cos\theta.$$

Each charge is attracted by its own image. It is repelled by the image of its partner, which has its own sign. That image is $z_++z_-=2d$ away vertically and $\ell\sin\theta$ away laterally. The two cross terms are equal and cancel the half in front of the sum:

$$U=\frac{q^2}{4\pi\varepsilon_0}\left[-\frac{1}{4z_+}-\frac{1}{4z_-}+\frac{1}{\sqrt{4d^2+\ell^2\sin^2\theta}}\right].$$

Let $\epsilon=\ell/(2d)$, which is small for a short dipole. Then

$$\frac1{z_+}+\frac1{z_-}=\frac{2d}{d^2-\frac14\ell^2\cos^2\theta}
=\frac2d\left(1+\epsilon^2\cos^2\theta+\epsilon^4\cos^4\theta+\dots\right),$$

$$\frac{1}{\sqrt{4d^2+\ell^2\sin^2\theta}}=\frac1{2d}\left(1-\tfrac12\epsilon^2\sin^2\theta+\tfrac38\epsilon^4\sin^4\theta-\dots\right).$$

The leading terms cancel because the molecule is neutral. What remains is

$$U=-\frac{q^2}{4\pi\varepsilon_0\,2d}\left[\epsilon^2\left(\cos^2\theta+\tfrac12\sin^2\theta\right)+\epsilon^4\left(\cos^4\theta-\tfrac38\sin^4\theta\right)+\dots\right].$$

In the point limit, $\ell\to0$ at fixed $p$, only the first term survives. With $\epsilon^2=\ell^2/(4d^2)$ and $\cos^2\theta+\frac12\sin^2\theta=\frac12(1+\cos^2\theta)$,

$$\boxed{U(\theta)=-\frac{p^2}{4\pi\varepsilon_0}\,\frac{1+\cos^2\theta}{16d^3}}$$

The two limiting orientations are

$$U_\perp=-\frac{K}{8d^3},\qquad U_\parallel=-\frac{K}{16d^3},\qquad \frac{U_\perp}{U_\parallel}=2.$$

The factor two thus compares image energies at the same $d$. It says nothing yet about the total binding of a molecule. Since $\cos^2\theta$ is unchanged by $\theta\to180^\circ-\theta$, this energy does not distinguish a dipole pointing up from one pointing down.

For the opening example $K=1.4043$ meV nm³ and $d^3=0.027$ nm³, so

$$U_\perp=-\frac{1.4043}{8\times0.027}=-6.50\ \text{meV},\qquad
U_\parallel=-\frac{1.4043}{16\times0.027}=-3.25\ \text{meV}.$$

In molar units these are −0.627 and −0.314 kJ/mol. At 60°, $1+\cos^2\theta=1.25$, which is a quarter of the way from the flat value 1 to the upright value 2.

**Limit on the dipole's size.** Keeping the next term, the upright bracket is $\epsilon^2(1+\epsilon^2)$ and the flat one is $\frac12\epsilon^2(1-\frac34\epsilon^2)$. Therefore

$$\frac{U_\perp}{U_\parallel}\simeq2\left(1+\tfrac74\epsilon^2\right)=2\left(1+\frac{7\ell^2}{16d^2}\right).$$

For $\ell=0.10$ nm this gives 2.097, while the full two-charge energies, −6.687 and −3.185 meV, have the ratio 2.100. The factor two belongs to the point dipole.

## Where the factor comes from

Reversing the charges and reflecting their positions turns $(p_x,p_z)$ into the image dipole $(-p_x,p_z)$ at height $-d$. The real dipole sits at $2d\,\hat{\mathbf z}$ from it. The dipole field $[3\hat{\mathbf r}(\hat{\mathbf r}\cdot\mathbf p')-\mathbf p']/(4\pi\varepsilon_0r^3)$, with $r=2d$, is there

$$\mathbf E=\frac{1}{4\pi\varepsilon_0\,8d^3}\,(p_x,\,0,\,2p_z).$$

A dipole's field on its axis is twice as strong as its field at the same distance to the side. An upright dipole feels the axial field of its image, and a flat one feels the sideways field. Because the field is proportional to the moment that induces it,

$$U=-\tfrac12\mathbf p\cdot\mathbf E=-\frac{p_x^2+2p_z^2}{4\pi\varepsilon_0\,16d^3},$$

which is the boxed result again. In the example the field at the upright dipole is 4.16 MV/cm.

The torque comes from the derivative of the energy:

$$\tau=-\frac{dU}{d\theta}=-\frac{K}{16d^3}\,2\sin\theta\cos\theta=-\frac{K\sin2\theta}{16d^3}.$$

It turns a tilted dipole towards the nearer upright direction. The flat orientation is an equilibrium, but an unstable one. The direct expression agrees:

$$(\mathbf p\times\mathbf E)_y=p_zE_x-p_xE_z=\frac{p_zp_x-2p_xp_z}{4\pi\varepsilon_0\,8d^3}=-\frac{K\sin2\theta}{16d^3}.$$

There is no half in the torque. Under a small rotation both $\mathbf p$ and $\mathbf E$ change. Since $\mathbf E$ is a symmetric linear function of $\mathbf p$, the two changes contribute equally to $-\frac12\mathbf p\cdot\mathbf E$ and together give $-\delta\mathbf p\cdot\mathbf E$.

## The same energy without an image

The image is a device; the metal holds a surface charge $\sigma$. Charges in a plane produce no normal field at other points of that plane. Just below the surface the normal field of the sheet is therefore the local term $-\sigma/(2\varepsilon_0)$. It must cancel the normal field $E_z^0$ of the bare dipole, so

$$\sigma=2\varepsilon_0E_z^0,\qquad U=\frac12\int\sigma\,\phi^0\,dA=\varepsilon_0\int E_z^0\phi^0\,dA,$$

where $\phi^0$ is the bare dipole potential on the surface. Let $r^2=\rho^2+d^2$, so that $\rho\,d\rho=r\,dr$. For the upright dipole

$$\phi^0=-\frac{pd}{4\pi\varepsilon_0r^3},\qquad E_z^0=\frac{p}{4\pi\varepsilon_0}\left(\frac{3d^2}{r^5}-\frac1{r^3}\right),$$

$$U_\perp=-\frac{p^2d}{8\pi\varepsilon_0}\int_d^\infty\left(\frac{3d^2}{r^7}-\frac1{r^5}\right)dr
=-\frac{p^2d}{8\pi\varepsilon_0}\left(\frac12-\frac14\right)\frac1{d^4}=-\frac{K}{8d^3}.$$

For the flat dipole $\phi^0=px/(4\pi\varepsilon_0r^3)$ and $E_z^0=-3pxd/(4\pi\varepsilon_0r^5)$. The angular average of $x^2$ is $\rho^2/2$, and

$$U_\parallel=-\frac{3p^2d}{16\pi\varepsilon_0}\int_d^\infty\frac{r^2-d^2}{r^7}\,dr
=-\frac{3p^2d}{16\pi\varepsilon_0}\,\frac1{12d^4}=-\frac{K}{16d^3}.$$

The mixed terms are odd in $x$ and integrate to zero, so a tilted dipole has the weighted sum $U_\perp\cos^2\theta+U_\parallel\sin^2\theta$. Numerical integration of this surface-charge energy at 0°, 25°, 60° and 90° agreed with the boxed formula within a relative tolerance of $10^{-6}$.

## A metal that screens imperfectly

A real metal screens over a finite depth. To see what survives, resolve the potential of a charge into lateral waves of wavenumber $k$:

$$\frac1{\sqrt{\rho^2+(z-z')^2}}=\int_0^\infty J_0(k\rho)e^{-k|z-z'|}dk.$$

A flat, laterally isotropic surface with linear response returns each wave with some amplitude $-R(k)$. The induced potential per unit charge is

$$G=-\frac1{4\pi\varepsilon_0}\int_0^\infty R(k)J_0(k\rho)e^{-k(z+z')}dk,$$

and the perfect conductor has $R=1$. The dipole energy is $\frac12(\mathbf p\cdot\nabla)(\mathbf p\cdot\nabla')G$, taken at coincident positions. The two vertical derivatives give $k^2$. Since $J_0(k\rho)\simeq1-k^2\rho^2/4$, the derivatives $\partial_x\partial_{x'}$ give $k^2/2$, and the mixed derivatives vanish. Hence

$$U=-\frac{p_z^2+\frac12p_x^2}{8\pi\varepsilon_0}\int_0^\infty k^2Re^{-2kd}dk
=-\frac K4(1+\cos^2\theta)\int_0^\infty k^2Re^{-2kd}dk.$$

For $R=1$ the integral is $1/(4d^3)$, which restores the boxed result. Otherwise the depth changes, but within this class of surfaces the ratio for a point dipole remains two.

In the Thomas–Fermi model with screening length $\lambda$, a wave decays inside the metal as $e^{Qz}$, with $Q^2=k^2+1/\lambda^2$. Continuity of the potential and its slope at $z=0$ gives $1-R=t$ and $k(1+R)=Qt$, where $t$ is the transmitted amplitude. Eliminating $t$,

$$R=\frac{Q-k}{Q+k}\simeq1-2k\lambda\simeq e^{-2k\lambda}\qquad(k\lambda\ll1).$$

To first order, screening replaces $d$ by $d+\lambda$. For $\lambda=0.05$ nm this estimate multiplies the energy by $(0.30/0.35)^3=0.630$; the full integral gives 0.634. The energies become −4.12 meV upright and −2.06 meV flat. Here $d$ is measured from the edge of the screening medium, and the model's sharp edge puts the image plane inside it. At a real metal surface electrons spill out, and the image plane usually lies slightly outside the edge of the positive background. If $d$ is measured from that edge, the shift has the opposite sign and the energy is deepened. The program's label "height above image plane" fits only the perfect conductor, whose image plane is its surface; for the screened energies the same 0.30 nm is the height above the edge. If $d$ is already measured from the effective image plane, this first-order shift is included and must not be applied again.

## Releasing the fixed height and the rigid charge

**Height.** Turning a molecule usually changes how closely its centre can approach. An upright dipole at $d'$ matches a flat one at $d$ when

$$\frac1{8d'^3}=\frac1{16d^3},\qquad d'=2^{1/3}d.$$

For $d=0.30$ nm, $d'=0.378$ nm. A rise of 0.078 nm removes the whole advantage, so the comparison at fixed height cannot by itself decide the adsorption geometry.

**Polarizability.** Let the molecule have an isotropic polarizability volume $\alpha$. Write the image field as $gP/(4\pi\varepsilon_0)$, with $g_\perp=1/(4d^3)$, $g_\parallel=1/(8d^3)$ and total moment $P$. Then $P=p+\alpha gP$, so $P=p/(1-\alpha g)$. Adding the cost of the induced moment $\alpha gP$ gives

$$U=\frac1{4\pi\varepsilon_0}\left[-\frac{gP^2}2+\frac{(\alpha gP)^2}{2\alpha}\right]
=-\frac{gP^2(1-\alpha g)}{8\pi\varepsilon_0}=-\frac{K}{2}\,\frac{g}{1-\alpha g}.$$

With $\alpha=0.0022$ nm³, $\alpha g_\perp=0.0022/0.108=0.020$. The energies deepen to −6.64 and −3.28 meV, with ratio 2.02. The upright dipole gains more because its image field is stronger.

## Temperature

The upright advantage is $A=K/(16d^3)=3.25$ meV, while $k_BT=43.1$ meV at 500 K. For a classical dipole free to rotate at fixed height, the weight of $c=\cos\theta$ is $e^{bc^2}$ with $b=A/(k_BT)=0.0754$. For small $b$,

$$\langle c^2\rangle\simeq\frac{\frac13+\frac b5}{1+\frac b3}\simeq\frac13+b\left(\frac15-\frac19\right)=\frac13+\frac{4b}{45}.$$

This gives 0.340, as does the full average, against 0.333 for random orientation. At this temperature the image energy alone hardly aligns the molecule.

## Adding neighbours

Two equal upright dipoles at lateral distance $L$ repel directly. Each also interacts with the other's image, which is upright too and lies $2d$ lower. With $S^2=L^2+4d^2$,

$$W(L)=K\left[\frac1{L^3}+\frac1{S^3}\left(1-\frac{12d^2}{S^2}\right)\right].$$

The image term enters with full weight: each molecule contributes half. For $L\gg d$ it approaches $1/L^3$, so the metal doubles the direct repulsion. Reversing one dipole reverses the sign of $W$.

On a square lattice of spacing 0.50 nm with all dipoles pointing the same way, the repulsion of rigid dipoles is about 57 meV per molecule, far above the 3.25 meV gained by standing up. With the polarizability $\alpha=0.0022$ nm³ the neighbours depolarize each other, the moment falls to about $0.86p$ and the repulsion to about 50 meV. The two become equal at a spacing of 1.49 nm, or 0.45 molecules per nm². This density is a scale for comparison. It is not a phase boundary, because flat and alternating layers have interactions of their own. The single-molecule result therefore describes low coverage.

## Fluctuating dipoles

A molecule also has fluctuating moments $\mu_i$, which interact with their images. Model them by oscillators of one frequency $\omega_0$, for which the ground state has $\langle\mu_i\mu_j\rangle/(4\pi\varepsilon_0)=\frac12\hbar\omega_0\alpha_{ij}$. To first order in the image coupling,

$$U_{\rm disp}=-\tfrac14\hbar\omega_0\sum_i\alpha_{ii}g_i,$$

with $g_z=1/(4d^3)$ and $g_x=g_y=1/(8d^3)$. For isotropic $\alpha$ the sum of the $g_i$ is $1/(2d^3)$, and $U_{\rm disp}=-\hbar\omega_0\alpha/(8d^3)$. With $\hbar\omega_0=12$ eV this is −122 meV, much larger than the permanent-dipole energy but independent of tilt.

If the polarizability along the molecular axis exceeds that across it by $\Delta\alpha$, the extra term is $-\hbar\omega_0\Delta\alpha(1+\cos^2\theta)/(32d^3)$. It has the same angular form, since a fluctuating axial dipole obeys the same image law. For $\Delta\alpha=0.0002$ nm³ it favours upright by 2.78 meV, comparable with the permanent dipole's 3.25 meV. These values assume that the metal follows the fluctuations instantly. At 12 eV that is doubtful for a real metal, so they are too large. If the surface responds at a single frequency $\omega_s$, both are multiplied by $\omega_s/(\omega_s+\omega_0)$, which is one half or less for $\omega_s\le\omega_0$.

## Beside a real precursor

The example lies in the rough regime of ammonia, used as a co-reactant over a metal film in nitride deposition. A moment near 1.5 D and a temperature near 500 K are typical rough values; the height, screening length and oscillator energy are round model choices. The assumption most seriously broken on a reactive surface is that only electrostatics acts. Ammonia can bind to a metal site through its nitrogen lone pair, with an energy that is roughly tenths of an electronvolt or more, more than ten times the 6.5 meV found here. Such a bond can select one of the two upright directions, which the image energy of a point dipole cannot. The full charge distribution of ammonia is not a point dipole. At 0.30 nm its quadrupole, coupled to its dipole through the image, separates the two upright directions by more than the 3.25 meV found here, and one of them can then lie above the flat orientation. The image preference can guide a choice of geometry when bonding, dispersion and contact forces differ little between orientations, the centre height stays nearly fixed and is large enough for higher multipoles to be negligible, coverage is low, and $K/(16d^3)$ is not small compared with $k_BT$. In this example the last condition fails, the dispersion difference can be comparable with the image preference, and the height is too small for ammonia to act as a point dipole. The multipole condition is demanding. With the axial quadrupole $\Theta=\frac12\sum_i q_i(3z_i^2-r_i^2)$, the leading up–down splitting is $3|p\Theta|/(4\pi\varepsilon_0\,8d^4)$, which is $6|\Theta|/(pd)$ times the upright advantage. For ammonia about its centre of mass $6|\Theta|/p$ is roughly 1.2 nm, so the splitting is still as large as the advantage at $d=1$ nm. There $K/(16d^3)$ equals $k_BT$ only near 1 K (38 K at 0.30 nm), so for ammonia at process temperatures the height and temperature conditions cannot both be met. The numerical output lists values for the height, coverage, temperature and dispersion limits, but none for bonding or contact forces.

## Values computed for the example and the checks

```
INPUTS (round model values)
dipole moment: 1.50 D
height above image plane: 0.30 nm
temperature: 500 K
charge separation for size test: 0.10 nm
Thomas-Fermi length: 0.05 nm
polarizability volume: 0.0022 nm^3
polarizability anisotropy: 0.0002 nm^3
oscillator energy: 12.0 eV
square-lattice spacing: 0.50 nm
IMAGE ENERGY
dipole moment in charge times length: 0.03123 e nm
Coulomb constant e^2/(4 pi eps0): 1.43996 eV nm
p^2/(4 pi eps0): 1.4043 meV nm^3
energy at tilt 0 deg: -6.502 meV
energy at tilt 30 deg: -5.689 meV
energy at tilt 60 deg: -4.063 meV
energy at tilt 90 deg: -3.251 meV
upright energy, converted: -0.627 kJ/mol
flat energy, converted: -0.314 kJ/mol
upright/flat energy ratio: 2.000000
upright advantage: 3.251 meV
image field at upright dipole: 4.16 MV/cm
LIMITS OF THE MODEL
finite dipole, upright: -6.687 meV
finite dipole, flat: -3.185 meV
finite dipole, ratio: 2.0999
screening factor on energy: 0.6340
screened upright energy: -4.122 meV
screened flat energy: -2.061 meV
polarizable upright energy: -6.637 meV
polarizable flat energy: -3.284 meV
polarizable ratio: 2.0208
upright height equal to flat energy: 0.3780 nm
height rise that removes advantage: 0.0780 nm
thermal energy kT: 43.09 meV
advantage/kT: 0.0754
thermal mean cos^2(theta): 0.3401
isotropic mean cos^2(theta): 0.3333
layer repulsion per molecule: 56.75 meV
spacing where repulsion = advantage: 1.487 nm
density at that spacing: 0.452 nm^-2
dispersion energy: -122.2 meV
dispersion upright advantage: 2.78 meV
```
